Lucky drift with a constant mean free path, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The survival probability and its dependence on field

An electron released at rest in a field of 10 MV/cm, with a mean free path of 0.5 nm and an ionization threshold of 7 eV, has a probability of 8.3 × 10⁻⁷ of reaching that threshold without a collision. In the model derived below, its probability of reaching the threshold before its energy relaxes is 7.5 × 10⁻³, about 9000 times larger. Nearly every successful electron has therefore collided on the way. The difference arises because a collision can destroy the direction of motion while taking little of the energy. With phonons of 0.10 eV, an electron at several electronvolts loses a small fraction of its energy in each collision, and it may go on gaining energy from the field by drifting.

This is Ridley's lucky-drift picture. It has two stages. In the first the electron flies freely from rest. In the second, which begins at the first momentum-relaxing collision, it drifts, and it is lucky if it reaches the threshold before its energy relaxes. The survival probability of the second stage has an exponent proportional to 1/F², where F is the field strength. The ballistic stage has an exponent proportional to 1/F, so the total probability is not a pure inverse-square exponential.

Let e be the positive elementary charge and let z be measured along the force on the electron, that is, against the field vector. The field is uniform. The band is parabolic with mass m, so that an electron of speed v has kinetic energy

E = mv²/2.

Let λ be the mean free path between collisions that randomize the direction of motion, taken to be independent of energy. The momentum-relaxation time then depends on speed:

τ_m = λ/v.

The collisions are isotropic and each emits or absorbs one phonon of energy ħω. The threshold E_I is sharp: an electron that reaches it ionizes. These are assumptions of the model. A constant λ and the emission and absorption weights used below also require energies well above ħω, because an electron with less energy than ħω cannot emit a phonon.

In the ballistic stage the electron gains energy eF per unit length. Starting from rest, it has energy E after the distance z = E/(eF). The probability of having no collision over that distance is exp(−z/λ), which gives

S_b(E) = exp[−E/(eFλ)].

The probability that the first collision happens while the energy lies between E and E + dE is the decrease of S_b over that interval:

−(dS_b/dE) dE = exp[−E/(eFλ)] dE/(eFλ).

The scale of this distribution is eFλ, the energy gained over one mean free path. A field of 10 MV/cm equals 1 V/nm, so in the example eFλ = 1 eV/nm × 0.5 nm = 0.50 eV. The threshold lies 14 such energies above rest, and exp(−14) is the small ballistic probability quoted at the start.

The second stage needs the rate at which energy is lost. Let n be the thermal occupation of the phonon mode. Emission has weight n + 1 and absorption has weight n, and at energies much larger than ħω the difference in final density of states between the two can be neglected. The probability of emission is then (n + 1)/(2n + 1) and that of absorption n/(2n + 1). The mean energy lost per collision is

δ = ħω[(n + 1) − n]/(2n + 1) = ħω/(2n + 1).

At 300 K a phonon energy of 0.10 eV gives n = 0.0213, hence 2n + 1 = 1.043 and δ = 0.096 eV. Collisions come at the rate 1/τ_m, so energy is lost to the lattice at the mean rate δ/τ_m. The energy-relaxation time is defined as the present energy divided by this rate:

τ_E = E/(δ/τ_m) = (2n + 1)Eτ_m/(ħω).

The ratio τ_E/τ_m = E/δ is the number of collisions needed to lose the energy E at the present mean loss. It is large when E is much larger than ħω, which is the separation of time scales on which the picture rests.

Two further assumptions make up what will be called the closure. The first concerns the drift velocity. An electron that gains momentum at the rate eF and loses it in the time τ_m has, in a steady balance,

mv_d/τ_m = eF, so v_d = eFτ_m/m.

This simple balance gives the closure its numerical coefficient; Part 2 replaces it by an average over directions. The second assumption is that energy relaxation is a random event. In a short time dt it happens with probability dt/τ_E and ends the attempt. If it does not happen, the electron gains energy as if no phonon loss had occurred. The real process is a sequence of small losses, so this rule is a substitute for it and not a microscopic history.

The mean distance that the electron drifts before energy relaxation, at fixed energy, is the energy-relaxation length

λ_E = v_d τ_E.

Inserting the two factors gives

λ_E = (eFτ_m/m) × (2n + 1)Eτ_m/(ħω)
    = (2n + 1)eF E τ_m²/(mħω).

With τ_m² = λ²/v² this becomes

λ_E = [(2n + 1)eFλ²/(ħω)] × E/(mv²).

For a parabolic band mv² = 2E, so the last factor is 1/2 at every energy, and

λ_E = (2n + 1)eFλ²/(2ħω).

The energy has cancelled. A faster electron drifts more slowly, because its collisions are more frequent. It also takes longer to lose its energy, because it has more of it. With constant λ the drift velocity varies as E^(−1/2) and the energy-relaxation time as E^(1/2), so their product is constant. What remains is proportional to the field. In the example,

λ_E = 1.043 × 0.50 eV × 0.50 nm/(2 × 0.10 eV) = 1.30 nm.

Now let S be the probability that a drifting electron has not yet relaxed. The random-event rule says

dS/dt = −S/τ_E, or d(ln S)/dt = −1/τ_E.

During drift the field does work at the rate

dE/dt = eFv_d.

Dividing the first rate by the second removes the time:

d(ln S)/dE = −1/(eFv_dτ_E) = −1/(eFλ_E).

The right-hand side does not depend on energy. Integrating from the energy E of the first collision, where S = 1, to the threshold gives

S(E→E_I) = exp[−(E_I − E)/(eFλ_E)].

Substituting λ_E, and collecting the two factors of eF, gives the inverse-square exponent:

S(E→E_I) = exp{−2ħω(E_I − E)/[(2n + 1)(eFλ)²]}.

The two powers of the field have separate origins. A stronger field shortens the distance (E_I − E)/(eF) that must be drifted, and this supplies one factor 1/F. It also lengthens the distance λ_E that can be drifted before relaxation, because the drift is faster while τ_E is unchanged. This supplies the other. The exponent is the ratio of the two lengths.

For an electron whose first collision occurs at 0.5 eV, the distance still to be drifted in the example is 6.5 nm, and the exponent is 6.5/1.30 = 5.0. The duration of this drift follows from the rate of energy gain. Since v_d = eFλ/(mv) and mv = (2mE)^(1/2),

dt = dE/(eFv_d) = (2mE)^(1/2) dE/[(eF)²λ],

t = (2/3)(2m)^(1/2)(E_I^(3/2) − E^(3/2))/[(eF)²λ].

With a mass of 0.40 free-electron masses, a drift at this mean rate takes 52 fs. The mass affects this time but not the survival probability, because it has cancelled from λ_E.

Two other laws of motion show which part of the result comes from the constant free path. Suppose first that τ_m, rather than λ, is independent of energy. The general expression for λ_E before the cancellation then reads

λ_E = (2n + 1)eFτ_m²E/(mħω).

It is still proportional to F, but it now grows with E. The exponent becomes

∫ dE′/(eFλ_E) = {mħω/[(2n + 1)(eFτ_m)²]} ln(E_I/E),

with the integral taken from E to E_I. It again falls as 1/F², but it depends on the logarithm of the energy ratio. The inverse-square law thus follows from λ_E being proportional to F. The constant free path makes the exponent linear in energy.

Suppose next that λ is constant but that the drift velocity has a fixed value v_s, independent of field. Then v_sτ_E does not depend on F, and the exponent ∫ dE′/(eFv_sτ_E) falls as 1/F. Doubling the field divides it by two instead of four. The second power of the field is therefore lost when the drift velocity no longer responds to the field.

The probability of reaching the threshold from rest is the sum over two exclusive histories. Either there is no collision at all, or there is a first collision at some energy E followed by a lucky drift:

P = exp[−E_I/(eFλ)]
  + ∫ [dE/(eFλ)] exp[−E/(eFλ)] exp[−(E_I − E)/(eFλ_E)],

where E runs from 0 to E_I. Two dimensionless quantities simplify this:

x = E_I/(eFλ), r = λ/λ_E = 2ħω/[(2n + 1)eFλ].

Here x counts the mean ballistic energies up to threshold, and r compares the two lengths. With s = E/(eFλ), the drift exponent is (E_I − E)/(eFλ_E) = r(x − s), and

P = e^(−x) + ∫ e^(−s) e^(−r(x−s)) ds, with s from 0 to x.

The factor e^(−rx) can be taken out of the integral, leaving

∫ e^(−(1−r)s) ds = [1 − e^(−(1−r)x)]/(1 − r).

Multiplying back by e^(−rx), and using e^(−rx)e^(−(1−r)x) = e^(−x), gives

P = e^(−x) + (e^(−rx) − e^(−x))/(1 − r).

Over the common denominator, the coefficient of e^(−x) is (1 − r) − 1 = −r. The result is

P = (e^(−rx) − r e^(−x))/(1 − r).

This has a simple statistical reading. The electron first travels a random length with mean λ, then a random length with mean λ_E, both exponentially distributed. P is the probability that their sum exceeds the distance E_I/(eF).

At r = 1 numerator and denominator both vanish. Put r = 1 − ε. The numerator becomes e^(−x)(e^(εx) − 1 + ε), which is e^(−x)ε(x + 1) to first order in ε. Dividing by ε gives

P → (1 + x)e^(−x) as r → 1.

The formula is thus smooth there. The equality λ_E = λ does not mean that energy relaxes within one flight, because λ_E is a net displacement along the force and λ is the path between collisions. An electron at 5 eV still has E/δ = 52. What has become doubtful is the start of the drift. At r = 1 the ballistic energy scale eFλ is only 2δ, and about 40% of first collisions occur below ħω, where the emission and absorption weights used here fail. The condition r < 1 requires

F > 2ħω/[(2n + 1)eλ],

which is 3.84 MV/cm in the example. When x is small, expansion of both exponentials to second order gives the numerator (1 − r)(1 − rx²/2), and therefore P ≈ 1 − rx²/2. The failure probability starts at second order in distance because the electron must first collide and then relax in order to fail.

At 10 MV/cm, r = 0.50/1.30 = 0.384 and rx = 5.37. The term r e^(−x) is negligible beside e^(−rx) = 4.65 × 10⁻³, so

P ≈ 4.65 × 10⁻³/(1 − 0.384) = 7.5 × 10⁻³.

The factor 1/(1 − r) = 1.62 expresses the energy gained before the first collision, over which relaxation has not yet begun to act. With λ, ħω, n and E_I held fixed, other fields give the following values.

F = 6 MV/cm: λ_E = 0.78 nm, rx = 14.9, P = 9.2 × 10⁻⁷.

F = 8 MV/cm: λ_E = 1.04 nm, rx = 8.39, P = 4.4 × 10⁻⁴.

F = 12 MV/cm: λ_E = 1.56 nm, rx = 3.73, P = 3.5 × 10⁻².

F = 15 MV/cm: λ_E = 1.96 nm, rx = 2.39, P = 0.12.

Between 6 and 12 MV/cm, λ_E doubles and rx falls by a factor of four. The logarithm of P does not follow this ratio so closely. When r e^(−x) is negligible,

−ln P = rx + ln(1 − r).

Since rx varies as 1/F² and r as 1/F, differentiation with respect to ln F gives

d(−ln P)/d(ln F) = −2rx + r/(1 − r).

At 10 MV/cm this is −10.74 + 0.62 = −10.12. Dividing by −ln P = 4.89 gives a local power of −2.07. The departure from −2 comes from the prefactor. A straight line of ln P against 1/F² is therefore an approximation, even within this model, whereas the logarithm of the post-collision survival S at fixed starting energy follows that line without correction.

Within the closure, the survival probability after the first collision has an exponent proportional to 1/F², while the total probability P of reaching the threshold from rest does not follow that law exactly. It remains to turn P into an ionization rate per unit length, to test the closure's drift velocity and its random-relaxation rule, and to examine a wide-gap case.

Numerical values quoted here were computed with a short program.
